# A localized anapole current with zero dipole radiation: verification in Python

```python
# RESULT UNDER TEST: the localized current (time factor exp(-i omega t))
#   J = -i omega p0 [ g zhat - k^-2 curl curl (g zhat) ]
# has electric dipole p and toroidal dipole T with p + (i k/c) T = 0,
# and it radiates no power at the frequency omega = c k.
# g = N (1 - beta u)(1 - u)^3, u = (r/a)^2 < 1, zero outside radius a;
# beta = 13/5 makes the integral of r^2 g vanish.
# Scaled units: length a, current density omega p0/a^3, q = k a.
# eta multiplies the toroidal part; eta = 1 is the anapole.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import spherical_jn

BETA = 13 / 5


def profile_derivatives(u, beta):
    """G, dG/du and d2G/du2 of the unnormalized profile."""
    v, f = 1 - u, 1 - beta * u
    return (f * v**3, -beta * v**3 - 3 * f * v**2,
            6 * beta * v**2 + 6 * f * v)


def toroidal_pattern(x, y, z, beta):
    """Explicit form claimed for curl curl (G zhat), with a = 1."""
    u = x**2 + y**2 + z**2
    _, g1, g2 = profile_derivatives(u, beta)
    return (4 * z * x * g2, 4 * z * y * g2,
            4 * z * z * g2 - 4 * g1 - 4 * u * g2)


# Symbolic check of the explicit pattern against the definition of curl
X = sp.symbols("x y z", real=True)
b = sp.symbols("b", real=True)
U = sum(c**2 for c in X)


def curl(v):
    return [sp.diff(v[2], X[1]) - sp.diff(v[1], X[2]),
            sp.diff(v[0], X[2]) - sp.diff(v[2], X[0]),
            sp.diff(v[1], X[0]) - sp.diff(v[0], X[1])]


G_symbolic = (1 - b * U) * (1 - U)**3
reference = curl(curl([sp.Integer(0), sp.Integer(0), G_symbolic]))
explicit = toroidal_pattern(*X, b)
assert all(sp.expand(r - e) == 0 for r, e in zip(reference, explicit))
assert sp.expand(sum(sp.diff(e, c) for e, c in zip(explicit, X))) == 0


def sphere_rule(n_theta, n_phi):
    """Directions and weights for integration over solid angle."""
    mu, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    m, f = np.meshgrid(mu, phi, indexing="ij")
    s = np.sqrt(1 - m**2)
    n = np.stack([s * np.cos(f), s * np.sin(f), m], axis=-1)
    return n.reshape(-1, 3), np.repeat(w * 2 * np.pi / n_phi, n_phi)


node, weight = np.polynomial.legendre.leggauss(20)
radius, radial_weight = (node + 1) / 2, weight / 2
source_dir, source_w = sphere_rule(24, 40)
points = (radius[:, None, None] * source_dir[None]).reshape(-1, 3)
volume_w = ((radial_weight * radius**2)[:, None] * source_w).ravel()
r = np.repeat(radius, len(source_w))
rhat = points / r[:, None]
far_dir, far_w = sphere_rule(10, 20)


def norm(beta):
    return 1 / (4 * np.pi * (16 / 315) * (1 - 3 * beta / 11))


def density(beta):
    return norm(beta) * profile_derivatives(r**2, beta)[0]


def current(beta, q, eta, electric=1.0):
    J = -eta / q**2 * norm(beta) * np.stack(
        toroidal_pattern(*points.T, beta), axis=1)
    J[:, 2] += electric * density(beta)
    return -1j * J


def integrate(f):
    return np.tensordot(volume_w, f, axes=(0, 0))


def cartesian_moments(J):
    """p/p0 and T/(omega p0 a^2)."""
    rJ = np.sum(points * J, axis=1)[:, None]
    T = integrate(rJ * points - 2 * r[:, None]**2 * J) / 10
    return 1j * integrate(J), T


def far_transverse(J, q):
    phase = np.exp(-1j * q * (far_dir @ points.T))
    F = phase @ (volume_w[:, None] * J)
    return F - far_dir * np.sum(far_dir * F, axis=1)[:, None]


def total_power(J, q):
    """Angular integral, in units of the point-dipole power P0."""
    F = far_transverse(J, q)
    return 3 / (8 * np.pi) * np.sum(far_w * np.sum(abs(F)**2, axis=1))


def full_dipole(J, q):
    """Complete electric dipole amplitude d/p0 from Bessel functions."""
    j0 = spherical_jn(0, q * r)[:, None]
    j2 = spherical_jn(2, q * r)[:, None]
    radial = rhat * np.sum(rhat * J, axis=1)[:, None]
    return 1j * integrate(j0 * J + j2 * (3 * radial - J) / 2)


def form_factor(beta, q):
    return integrate(density(beta) * spherical_jn(0, q * r))


def exterior_fields(J, q, position):
    """E/(p0/(eps0 a^3)), H/(omega p0/a^2), A/(mu0 omega p0/a)."""
    D = position - points
    R = np.linalg.norm(D, axis=1)[:, None]
    D = D / R
    x = q * R
    green = np.exp(1j * x) / (4 * np.pi * R)
    DJ = np.sum(D * J, axis=1)[:, None]
    E = 1j * q**2 * integrate(green * (
        (1 + (1j * x - 1) / x**2) * J
        + (3 - 3j * x - x**2) / x**2 * D * DJ))
    H = integrate(green * (1j * x - 1) / R * np.cross(D, J))
    return E, H, integrate(green * J)


# Model parameters
a, wavelength = 100e-9, 500e-9
p0 = const.e * 1e-9
k = 2 * np.pi / wavelength
omega, q = const.c * k, k * a
P0 = const.mu_0 * omega**4 * p0**2 / (12 * np.pi * const.c)

# Profile conditions
g = density(BETA)
assert abs(norm(BETA) - 17325 / (1024 * np.pi)) < 1e-12
assert abs(integrate(g) - 1) < 1e-12
assert abs(integrate(r**2 * g)) < 1e-12
assert max(abs(v) for v in profile_derivatives(1.0, BETA)) < 1e-14

# Dipole projection and Cartesian expansion on an unrelated current
x, y, z = points.T
trial = ((1 - r**2)[:, None] * np.stack(
    [x + 2, y * z + x**2, 1 + z * z * x + y**2], axis=1)).astype(complex)
projected = 3j / (8 * np.pi) * (far_w @ far_transverse(trial, q))
assert np.allclose(projected, full_dipole(trial, q), atol=1e-11, rtol=0)
p_trial, T_trial = cartesian_moments(trial)
errors = [np.linalg.norm(full_dipole(trial, s)
                         - p_trial - 1j * s**2 * T_trial)
          for s in (0.2, 0.1)]
assert abs(errors[0] / errors[1] - 16) < 0.3  # next order also contributes

# The anapole and its separate parts
anapole = current(BETA, q, 1.0)
electric = current(BETA, q, 0.0)
toroidal = current(BETA, q, 1.0, electric=0.0)
p, T = cartesian_moments(anapole)
cartesian_sum = p + 1j * q**2 * T
assert np.allclose(p, [0, 0, 1], atol=1e-11, rtol=0)
assert np.allclose(T, [0, 0, 1j / q**2], atol=1e-11, rtol=0)
assert np.linalg.norm(cartesian_sum) < 1e-11
d_anapole = full_dipole(anapole, q)
assert np.linalg.norm(d_anapole) < 1e-11
ff = form_factor(BETA, q)
power_e, power_t = total_power(electric, q), total_power(toroidal, q)
power_a = total_power(anapole, q)
power_reversed = total_power(current(BETA, q, -1.0), q)
assert power_a < 1e-20
for eta in (-1.0, 0.0, 0.5, 0.9, 2.0):
    found = total_power(current(BETA, q, eta), q)
    assert abs(found - ff**2 * (1 - eta)**2) < 1e-10
assert abs(power_t - ff**2) < 1e-10

# SI power formula against the Poynting flux through radius 2a
flux = 0.0
for n, w in zip(far_dir, far_w):
    E, H, _ = exterior_fields(electric, q, 2 * n)
    flux += w * 4 * 0.5 * np.real(np.dot(n, np.cross(E, H.conj())))
flux *= p0 / (const.epsilon_0 * a**3) * omega * p0
assert abs(flux / (P0 * power_e) - 1) < 1e-7

# Exterior fields vanish, but the Lorenz-gauge potential is a gradient
place = np.array([1.2, 0.8, 1.4])
E_e, H_e, _ = exterior_fields(electric, q, place)
E_a, H_a, A_a = exterior_fields(anapole, q, place)
E_ratio = np.linalg.norm(E_a) / np.linalg.norm(E_e)
H_ratio = np.linalg.norm(H_a) / np.linalg.norm(H_e)
assert E_ratio < 1e-8 and H_ratio < 1e-8
distance = np.linalg.norm(place)
n = place / distance
xr = q * distance
wave = np.exp(1j * xr) / (4 * np.pi * distance)
gradient = wave / distance**2 * (
    np.array([0, 0, 1]) * (1j * xr - 1)
    + n * n[2] * (3 - 3j * xr - xr**2))
A_formula = 1j / q**2 * ff * gradient
assert np.linalg.norm(A_a - A_formula) < 1e-8 * np.linalg.norm(A_formula)

# Interior field at the centre from the retarded potentials
charge = -2 * z * norm(BETA) * profile_derivatives(r**2, BETA)[1]
outgoing = np.exp(1j * q * r) / (4 * np.pi * r)
E_centre = (1j * q**2 * integrate(outgoing[:, None] * anapole)
            + integrate((charge * outgoing * (1j * q * r - 1) / r)[:, None]
                        * rhat))
assert np.allclose(E_centre, [0, 0, -norm(BETA)], atol=1e-9, rtol=0)

# Same spatial current driven at a frequency one percent higher
shift = 0.01
q_shifted = q * (1 + shift)
detuned = total_power(anapole, q_shifted) / total_power(electric, q_shifted)
assert abs(detuned - (1 - (1 + shift)**2)**2) < 1e-10

# Plain profile: Cartesian cancellation leaves dipole radiation
mean_square = integrate(r**2 * density(0.0))
assert abs(mean_square - 3 / 11) < 1e-12
defect = q**2 * mean_square / 6
plain = current(0.0, q, 1 - defect)
p_plain, T_plain = cartesian_moments(plain)
assert np.linalg.norm(p_plain + 1j * q**2 * T_plain) < 1e-11
plain_power = total_power(plain, q)
plain_ff = form_factor(0.0, q)
assert abs(plain_power - (defect * plain_ff)**2) < 1e-11
assert abs(np.linalg.norm(full_dipole(plain, q))**2 - plain_power) < 1e-11
plain_exact = current(0.0, q, 1.0)
p_x, T_x = cartesian_moments(plain_exact)
plain_sum = (p_x + 1j * q**2 * T_x)[2].real
assert total_power(plain_exact, q) < 1e-20
assert abs(plain_sum + defect) < 1e-11

E_unit = p0 / (const.epsilon_0 * a**3)
A_unit = const.mu_0 * omega * p0 / a
print(f"source radius a = {a * 1e9:.1f} nm")
print(f"vacuum wavelength = {wavelength * 1e9:.1f} nm")
print(f"angular frequency = {omega:.5e} rad/s")
print(f"k a = {q:.6f} (dimensionless)")
print(f"p0 = {p0:.5e} C m")
print(f"profile beta = {BETA:.3f} (dimensionless)")
print(f"profile norm N a^3 = {norm(BETA):.6f} (dimensionless)")
print(f"form factor at k = {ff:.6f} (dimensionless)")
print(f"computed p_z/p0 = {p[2].real:.8f} (dimensionless)")
print(f"computed Im T_z = {T[2].imag * omega * p0 * a**2:.5e} A m^3")
print(f"(i k/c)T_z/p0 = {(1j*q**2*T[2]).real:.8f} (dimensionless)")
print(f"|p+(i k/c)T|/p0 = {np.linalg.norm(cartesian_sum):.1e} (rounding)")
print(f"|full dipole|/p0 = {np.linalg.norm(d_anapole):.1e} (rounding)")
print(f"point-dipole power P0 = {P0:.5e} W")
print(f"electric part alone = {P0 * power_e:.5e} W")
print(f"toroidal part alone = {P0 * power_t:.5e} W")
print(f"Poynting flux, electric part, r=2a = {flux:.5e} W")
print(f"toroidal sign reversed = {P0 * power_reversed:.5e} W")
print(f"anapole total power / P0 = {power_a:.1e} (rounding)")
print("field point / a =", place, "(dimensionless)")
print(f"|E| there, electric part = {np.linalg.norm(E_e)*E_unit:.5e} V/m")
print(f"|E| anapole / electric part = {E_ratio:.1e} (quadrature error)")
print(f"|H| anapole / electric part = {H_ratio:.1e} (quadrature error)")
print(f"|A| there, anapole = {np.linalg.norm(A_a)*A_unit:.5e} V s/m")
print(f"E_z at centre, anapole = {E_centre[2].real*E_unit:.5e} V/m")
print(f"frequency shift = {100 * shift:.1f} percent")
print(f"shifted power / electric part = {detuned:.6e} (dimensionless)")
print(f"plain profile <r^2>/a^2 = {mean_square:.6f} (dimensionless)")
print(f"plain profile k^2<r^2>/6 = {defect:.6f} (dimensionless)")
print(f"plain profile form factor = {plain_ff:.6f} (dimensionless)")
print(f"plain, Cartesian-cancelled power/P0 = {plain_power:.6e}")
print(f"plain, Cartesian-cancelled power = {P0 * plain_power:.5e} W")
print(f"plain, nonradiating: (p+(i k/c)T)_z/p0 = {plain_sum:.6f}")
print("every check passed")
```

Printed output:

```
source radius a = 100.0 nm
vacuum wavelength = 500.0 nm
angular frequency = 3.76730e+15 rad/s
k a = 1.256637 (dimensionless)
p0 = 1.60218e-28 C m
profile beta = 2.600 (dimensionless)
profile norm N a^3 = 5.385468 (dimensionless)
form factor at k = 0.998450 (dimensionless)
computed p_z/p0 = 1.00000000 (dimensionless)
computed Im T_z = 3.82227e-27 A m^3
(i k/c)T_z/p0 = -1.00000000 (dimensionless)
|p+(i k/c)T|/p0 = 5.1e-13 (rounding)
|full dipole|/p0 = 3.5e-13 (rounding)
point-dipole power P0 = 5.74912e-10 W
electric part alone = 5.73131e-10 W
toroidal part alone = 5.73131e-10 W
Poynting flux, electric part, r=2a = 5.73131e-10 W
toroidal sign reversed = 2.29252e-09 W
anapole total power / P0 = 3.2e-29 (rounding)
field point / a = [1.2 0.8 1.4] (dimensionless)
|E| there, electric part = 1.00946e+03 V/m
|E| anapole / electric part = 4.6e-14 (quadrature error)
|H| anapole / electric part = 6.1e-14 (quadrature error)
|A| there, anapole = 2.37261e-13 V s/m
E_z at centre, anapole = -9.74507e+04 V/m
frequency shift = 1.0 percent
shifted power / electric part = 4.040100e-04 (dimensionless)
plain profile <r^2>/a^2 = 0.272727 (dimensionless)
plain profile k^2<r^2>/6 = 0.071779 (dimensionless)
plain profile form factor = 0.930363 (dimensionless)
plain, Cartesian-cancelled power/P0 = 4.459632e-03
plain, Cartesian-cancelled power = 2.56389e-12 W
plain, nonradiating: (p+(i k/c)T)_z/p0 = -0.071779
every check passed
```
